# Finite-Difference Shells and Weights for Maximally Localized Wannier Functions: a program that tests the result

```python
"""Finite-difference shells on a uniform k-mesh.

Result under test: adding neighbour shells in order of length, deleting
vectors parallel to accepted ones and rejecting linearly dependent shells,
gives weights w_b with sum_b w_b b_i b_j = delta_ij.
Symbols: columns of B are the mesh steps; b = B n is a neighbour vector,
n an integer triple; all vectors in one shell share one weight w.
Hexagonal example: lengths in nm, b in 1/nm, weights in nm^2.
Other meshes are dimensionless.
"""
import numpy as np
import sympy as sp

TARGET = np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])


def lattice_points(B, radius):
    """All nonzero neighbours within radius, sorted by length."""
    limits = np.floor(radius * np.linalg.norm(np.linalg.inv(B), axis=1)
                      + 1e-9).astype(int)
    axes = [np.arange(-m, m + 1) for m in limits]
    n = np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1).T
    b = n @ B.T
    length = np.linalg.norm(b, axis=1)
    keep = (length > 0) & (length <= radius) & np.any(n != 0, axis=1)
    n, b, length = n[keep], b[keep], length[keep]
    order = np.argsort(length)
    return n[order], b[order], length[order]


def shell_column(b):
    """Six-vector whose Euclidean norm is the Frobenius norm of sum b b^T."""
    S = b.T @ b
    r = np.sqrt(2.0)
    return np.array([S[0, 0], S[1, 1], S[2, 2],
                     r * S[0, 1], r * S[0, 2], r * S[1, 2]])


def attempt(B, radius, rule):
    n_all, b_all, length = lattice_points(B, radius)
    cuts = np.where(np.diff(length) > 1e-8 * length[:-1])[0] + 1
    accepted, log = [], []
    # The outermost shell is complete because the whole ball is enumerated.
    for number, ids in enumerate(np.split(np.arange(len(length)), cuts), 1):
        n, b = n_all[ids], b_all[ids]
        entry = dict(number=number, length=length[ids[0]], count=len(ids),
                     basis_size=len(accepted))
        log.append(entry)
        if accepted and rule != "none":
            old = np.vstack([s["b"] for s in accepted])
            cross = np.linalg.norm(np.cross(b[:, None, :], old[None, :, :]),
                                   axis=2)
            scale = (np.linalg.norm(b, axis=1)[:, None]
                     * np.linalg.norm(old, axis=1)[None, :])
            parallel = np.any(cross < 1e-6 * scale, axis=1)
            if rule == "shell" and parallel.any():
                parallel[:] = True
            n, b = n[~parallel], b[~parallel]
        entry["n"] = n
        if len(b) == 0:
            entry["verdict"] = "parallel"
            continue
        A = np.column_stack([shell_column(s["b"]) for s in accepted]
                            + [shell_column(b)])
        norms = np.linalg.norm(A, axis=0)
        U, sing, Vt = np.linalg.svd(A / norms, full_matrices=False)
        entry["singular"] = sing
        if len(accepted) == 6 or sing[-1] < 1e-6 * sing[0]:
            entry["verdict"] = "dependent"
            continue
        entry["verdict"] = "accepted"
        accepted.append(dict(n=n, b=b))
        weights = (Vt.T @ ((U.T @ TARGET) / sing)) / norms
        entry["residual"] = np.linalg.norm(A @ weights - TARGET)
        if entry["residual"] < 1e-9:
            for shell, w in zip(accepted, weights):
                shell["w"] = w
            return accepted, log
    return None


def find_shells(B, rule="vector"):
    radius = 2.5 * np.linalg.norm(B, axis=0).max()
    for _ in range(8):
        result = attempt(B, radius, rule)
        if result is not None:
            return result
        radius *= 1.5
    raise RuntimeError("no complete set of shells found")


def explicit_sum(shells):
    total = np.zeros((3, 3))
    for shell in shells:
        for b in shell["b"]:
            total += shell["w"] * np.outer(b, b)
    return total


def integer_rank(list_of_n):
    """Exact rank; the invertible map S -> B S B^T does not change it."""
    rows = []
    for n in list_of_n:
        S = n.T @ n
        rows.append([int(S[i, j]) for i in range(3) for j in range(i, 3)])
    return sp.Matrix(rows).rank()


def check_decisions(shells, log):
    assert integer_rank([s["n"] for s in shells]) == len(shells)
    for entry in log:
        if entry["verdict"] == "dependent":
            basis = [s["n"] for s in shells[:entry["basis_size"]]]
            assert integer_rank(basis + [entry["n"]]) == len(basis)


def fd_gradient(f, k, shells):
    return sum(s["w"] * b * (f(k + b) - f(k)) for s in shells for b in s["b"])


def fd_square(f, k, shells):
    return sum(s["w"] * (f(k + b) - f(k))**2 for s in shells for b in s["b"])


# Hexagonal worked example
a, c = 0.3, 0.5
mesh = np.array([12, 12, 3])
A_rows = np.array([[a, 0, 0], [-a / 2, a * np.sqrt(3) / 2, 0], [0, 0, c]])
reciprocal = 2 * np.pi * np.linalg.inv(A_rows)
B_hex = reciprocal / mesh
hexagonal, hex_log = find_shells(B_hex)
check_decisions(hexagonal, hex_log)
assert np.allclose(explicit_sum(hexagonal), np.eye(3), atol=1e-10)
b_plane = 4 * np.pi / (np.sqrt(3) * a * mesh[0])
b_axis = 2 * np.pi / (c * mesh[2])
assert np.allclose([s["w"] for s in hexagonal],
                   [1 / (3 * b_plane**2), 1 / (2 * b_axis**2)], rtol=1e-10)
assert [e["verdict"] for e in hex_log] == ["accepted", "dependent",
                                           "parallel", "accepted"]
print(f"hexagonal model: a = {a} nm, c = {c} nm, mesh = {mesh.tolist()}")
for e in hex_log:
    print(f"shell {e['number']}: |b| = {e['length']:.5f} 1/nm, "
          f"{e['count']} vectors, {e['verdict']}")
    if "singular" in e:
        # Rounding noise below 1e-10 is displayed as zero.
        shown = np.where(e["singular"] < 1e-10, 0.0, e["singular"])
        print("  singular values:", " ".join(f"{x:.5f}" for x in shown))
    if "residual" in e:
        shown = e["residual"] if e["residual"] > 1e-10 else 0.0
        print(f"  residual norm: {shown:.5f}")
for label, s in zip(("in-plane", "axial"), hexagonal):
    print(f"{label} weight = {s['w']:.7f} nm^2 = {s['w'] * 1e-18:.5e} m^2")
print("hexagonal neighbours used:", sum(len(s["b"]) for s in hexagonal))

# Second-order convergence for a lattice-periodic function
R1, R2 = A_rows[0], A_rows[1] + A_rows[2]


def test_function(k):
    return np.cos(k @ R1) + 0.5 * np.sin(k @ R2)


k0 = np.array([2.3, 1.1, 0.7])
true_gradient = -R1 * np.sin(k0 @ R1) + 0.5 * R2 * np.cos(k0 @ R2)
gradient_errors, square_errors = [], []
for factor in (16, 32):
    fine, _ = find_shells(B_hex / factor)
    ge = np.linalg.norm(fd_gradient(test_function, k0, fine) - true_gradient)
    se = abs(fd_square(test_function, k0, fine) - true_gradient @ true_gradient)
    gradient_errors.append(ge)
    square_errors.append(se)
    print(f"mesh x{factor}: gradient error = {ge:.4e} nm, "
          f"squared-gradient error = {se:.4e} nm^2")
gradient_ratio = gradient_errors[0] / gradient_errors[1]
square_ratio = square_errors[0] / square_errors[1]
assert abs(gradient_ratio - 4) < 0.2 and abs(square_ratio - 4) < 0.2
print(f"error ratios on halving b: {gradient_ratio:.4f}, {square_ratio:.4f}")

# Accidental equality of lengths: tetragonal steps 1, 1, 2
B_tet = np.diag([1.0, 1.0, 2.0])
expected = {"vector": ([0.5, 0.125], 6), "shell": ([0.125, 1 / 32], 20),
            "none": ([0.0, 0.125], 10)}
tetragonal = {}
print("tetragonal steps (dimensionless): 1, 1, 2")
for rule, (hand_weights, hand_count) in expected.items():
    shells, log = find_shells(B_tet, rule)
    check_decisions(shells, log)
    tetragonal[rule] = shells
    w = np.array([s["w"] for s in shells])
    count = sum(len(s["b"]) for s in shells)
    assert np.allclose(w, hand_weights, atol=1e-12) and count == hand_count
    assert np.allclose(explicit_sum(shells), np.eye(3), atol=1e-10)
    shown = np.where(abs(w) < 1e-12, 0.0, w)
    print(f"  parallel rule '{rule}': {count} vectors, weights",
          " ".join(f"{x:.5f}" for x in shown))


def slow_wave(k):
    return np.sin(0.05 * k[0])


wave_error = {rule: abs(fd_gradient(slow_wave, np.zeros(3), shells)[0] - 0.05)
              for rule, shells in tetragonal.items()}
step_ratio = wave_error["none"] / wave_error["vector"]
assert abs(step_ratio - 4) < 0.05
print(f"  x-derivative error, 'none' over 'vector': {step_ratio:.4f}")

# Triclinic mesh with a negative weight
metric = np.array([[1.0, 0.02, 0.2], [0.02, 1.1, 0.2], [0.2, 0.2, 1.2]])
B_tri = np.linalg.cholesky(metric).T
triclinic, tri_log = find_shells(B_tri)
check_decisions(triclinic, tri_log)
assert np.allclose(explicit_sum(triclinic), np.eye(3), atol=1e-10)
print("triclinic metric (dimensionless):", metric.tolist())
for s in triclinic:
    n = max(tuple(int(x) for x in row) for row in s["n"])
    print(f"  n = +/-{n}: |b| = {np.linalg.norm(s['b'][0]):.5f}, "
          f"w = {s['w']:.6f}")
    if n == (1, -1, 0):
        # Both b and -b carry this weight, hence the factor two.
        negative_weight = s["w"]
pair_weight = -np.linalg.inv(metric)[0, 1]
assert np.isclose(2 * negative_weight, pair_weight, atol=1e-10)
assert negative_weight < 0
print(f"  minus inverse-metric element 12 = {pair_weight:.6f}")

# Large-ball isotropy used to prove termination
for radius in (3.0, 24.0):
    _, ball, _ = lattice_points(B_tri, radius)
    S = ball.T @ ball
    deviation = np.linalg.norm(3 * S / np.trace(S) - np.eye(3))
    print(f"  ball radius {radius:.0f}: deviation from identity "
          f"= {deviation:.5f}")
assert deviation < 0.02

# Symmetry bounds and standard cubic weights
cubic_cases = {
    "simple cubic": (np.eye(3), 6),
    "body-centred": (np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2, 8),
    "face-centred": (np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2, 12)}
for name, (B, number) in cubic_cases.items():
    shells, log = find_shells(B)
    check_decisions(shells, log)
    b2 = shells[0]["b"][0] @ shells[0]["b"][0]
    assert len(shells) == 1 and len(shells[0]["b"]) == number
    assert np.isclose(shells[0]["w"], 3 / (number * b2))
    print(f"{name} b-lattice: {number} vectors, w b^2 = "
          f"{shells[0]['w'] * b2:.5f}")
lower_cases = {
    "orthorhombic": (np.diag([1.0, 1.2, 1.5]), 3),
    "monoclinic": (np.array([[1, 0, 0.3], [0, 1.1, 0], [0, 0, 1.2]]), 4)}
for name, (B, number) in lower_cases.items():
    shells, log = find_shells(B)
    check_decisions(shells, log)
    assert len(shells) == number
    assert np.allclose(explicit_sum(shells), np.eye(3), atol=1e-10)
    print(f"{name} mesh: {len(shells)} accepted shells")

# Random triclinic meshes
rng = np.random.default_rng(7)
samples, with_negative, worst = 200, 0, 0.0
for trial in range(samples):
    B = np.eye(3) + rng.uniform(-0.25, 0.25, (3, 3))
    shells, log = find_shells(B)
    assert len(shells) == 6
    worst = max(worst, np.abs(explicit_sum(shells) - np.eye(3)).max())
    with_negative += any(s["w"] < -1e-10 for s in shells)
    if trial < 12:
        check_decisions(shells, log)
assert worst < 1e-8
print(f"random triclinic meshes: {samples}, all with six accepted shells")
print(f"  meshes with a negative weight: {with_negative}")
print(f"  largest error in the condition: {worst:.1e}")
print("success")
```

It prints:

```
hexagonal model: a = 0.3 nm, c = 0.5 nm, mesh = [12, 12, 3]
shell 1: |b| = 2.01533 1/nm, 6 vectors, accepted
  singular values: 1.00000
  residual norm: 1.00000
shell 2: |b| = 3.49066 1/nm, 6 vectors, dependent
  singular values: 1.41421 0.00000
shell 3: |b| = 4.03067 1/nm, 6 vectors, parallel
shell 4: |b| = 4.18879 1/nm, 2 vectors, accepted
  singular values: 1.00000 1.00000
  residual norm: 0.00000
in-plane weight = 0.0820702 nm^2 = 8.20702e-20 m^2
axial weight = 0.0284966 nm^2 = 2.84966e-20 m^2
hexagonal neighbours used: 8
mesh x16: gradient error = 6.8536e-04 nm, squared-gradient error = 3.1763e-04 nm^2
mesh x32: gradient error = 1.7145e-04 nm, squared-gradient error = 7.9536e-05 nm^2
error ratios on halving b: 3.9974, 3.9935
tetragonal steps (dimensionless): 1, 1, 2
  parallel rule 'vector': 6 vectors, weights 0.50000 0.12500
  parallel rule 'shell': 20 vectors, weights 0.12500 0.03125
  parallel rule 'none': 10 vectors, weights 0.00000 0.12500
  x-derivative error, 'none' over 'vector': 3.9985
triclinic metric (dimensionless): [[1.0, 0.02, 0.2], [0.02, 1.1, 0.2], [0.2, 0.2, 1.2]]
  n = +/-(1, 0, 0): |b| = 1.00000, w = 0.436498
  n = +/-(0, 1, 0): |b| = 1.04881, w = 0.396081
  n = +/-(0, 0, 1): |b| = 1.09545, w = 0.277904
  n = +/-(1, 0, -1): |b| = 1.34164, w = 0.087300
  n = +/-(0, 1, -1): |b| = 1.37840, w = 0.079216
  n = +/-(1, -1, 0): |b| = 1.43527, w = -0.006467
  minus inverse-metric element 12 = -0.012933
  ball radius 3: deviation from identity = 0.15105
  ball radius 24: deviation from identity = 0.00211
simple cubic b-lattice: 6 vectors, w b^2 = 0.50000
body-centred b-lattice: 8 vectors, w b^2 = 0.37500
face-centred b-lattice: 12 vectors, w b^2 = 0.25000
orthorhombic mesh: 3 accepted shells
monoclinic mesh: 4 accepted shells
random triclinic meshes: 200, all with six accepted shells
  meshes with a negative weight: 31
  largest error in the condition: 3.6e-15
success
```
